\section*{Cluster sizes at the ideal trifunctional gel point}

In a sol with 2 mol/L of silicon, every atom carrying three condensable groups, the ideal gel point leaves 16.4 μmol/L of clusters with 100 silicon atoms and 0.0534 μmol/L of clusters with 1000. Ten times the size costs a factor of 308 in number. An exponential distribution has a characteristic size, beyond which large clusters soon become negligible. A power law has none. One ratio cannot decide between them, but the factor is close to $10^{5/2}\simeq316$, as for a decay with $n^{-5/2}$, which is derived below.

The chemical picture is fully hydrolysed methyltrimethoxysilane, $\mathrm{CH_3Si(OH)_3}$. Its methyl group is inert, and two silanol groups condense to a bridge Si–O–Si and one water molecule. Let the batch hold $N$ silicon atoms, let $p$ be the fraction of the $3N$ groups that has condensed, and let $q=1-p$. A bridge uses two groups, so there are $3Np/2$ bridges. The model assumes that all groups are equally reactive, whatever has happened to their neighbours, and that finite clusters contain no loops. The limit $N\to\infty$ is taken at fixed cluster size $n$, and only then is $n$ made large. The quantity sought is $\nu_n=N_n/N$, the number of $n$-silicon clusters per silicon atom in the batch.

Stockmayer's distribution follows from counting. Let $\omega_n$ be the number of ways to join $n$ labelled atoms, with distinguishable groups, into one tree. The number of ways to realise a set $\{N_n\}$ of cluster numbers is
\begin{equation}
\Omega=N!\prod_n\frac{1}{N_n!}\left(\frac{\omega_n}{n!}\right)^{N_n}.
\end{equation}
The most probable set maximises $\ln\Omega$ at fixed $\sum_n nN_n=N$ and fixed $\sum_n N_n$. The second sum is fixed by the conversion, because each bridge in a loop-free system lowers the number of clusters by one. With Stirling's formula and two multipliers, the condition is $\ln(\omega_n/n!)-\ln N_n+\lambda+\mu n=0$, hence
\begin{equation}
N_n=A\,\xi^n\,\frac{\omega_n}{n!}. \label{eq:stock}
\end{equation}
Since $-\sum N_n\ln N_n$ is strictly concave, there is one maximum, and any $A$ and $\xi$ that satisfy both constraints give it.

Random pairing of groups supplies them. A given group is condensed with probability $p$, and its partner is equally likely to be any other group, so a given pair is bonded with probability $p/(3N)$ at leading order. A tree of $n$ atoms has $n-1$ bridges and $3n-2(n-1)=n+2$ free groups. There are $N^n/n!$ choices of atoms for large $N$, so
\begin{equation}
\nu_n=\frac1N\,\frac{N^n}{n!}\,\omega_n\left(\frac{p}{3N}\right)^{n-1}q^{n+2}
=\frac{\omega_n}{n!}\left(\frac p3\right)^{n-1}q^{n+2}. \label{eq:count}
\end{equation}
This has the form \eqref{eq:stock}, with $\xi=pq/3$ and $A=3Nq^2/p$. An additional bridge inside the same cluster has a probability of at most order $n^2/N$, since there are about $n^2/2$ pairs of free groups. This vanishes in the limit taken, so random pairing makes finite clusters loop-free by itself. The two constraints are verified below for $p\le1/2$.

It is easier to find $\nu_n$ by following bonds than by computing $\omega_n$. Choose a group and look outward through it. Let $v(x)$ be the power series whose coefficient of $x^m$ is the probability that this group leads to $m$ silicon atoms. With probability $q$ the group is free and leads to none. With probability $p$ it leads to one new atom, which contributes a factor $x$ and has two further groups, each of which repeats the situation. Therefore
\begin{equation}
v=q+p\,x\,v^2,\qquad v(0)=q. \label{eq:v}
\end{equation}
A silicon atom chosen at random has three such groups. If $w_n$ is the probability that it belongs to an $n$-cluster, then
\begin{equation}
\sum_n w_nx^n=x\,v^3,\qquad w_n=n\,\nu_n. \label{eq:w}
\end{equation}
The factor $n$ appears because a cluster of $n$ atoms can be hit in $n$ ways.

The quadratic \eqref{eq:v} has two roots. The one with the plus sign diverges as $x\to0$, so
\begin{equation}
v=\frac{1-\sqrt{1-4pqx}}{2px}=q\,C(pqx),\qquad C(z)=\frac{1-\sqrt{1-4z}}{2z}. \label{eq:C}
\end{equation}
To expand $C$, start from the binomial series
\begin{equation}
(1-4z)^{-1/2}=\sum_{k\ge0}\frac{1\cdot3\cdots(2k-1)}{2^k\,k!}\,4^kz^k
=\sum_{k\ge0}\frac{(2k)!}{(k!)^2}\,z^k,
\end{equation}
where $1\cdot3\cdots(2k-1)=(2k)!/(2^kk!)$ was used. Integration from 0 to $z$ gives $(1-\sqrt{1-4z})/2$ on the left and raises each power by one on the right. Division by $z$ then yields
\begin{equation}
C(z)=\sum_{n\ge0}c_nz^n,\qquad c_n=\frac{(2n)!}{n!\,(n+1)!}.
\end{equation}

The cube in \eqref{eq:w} needs no further expansion. Equation \eqref{eq:v} divided by $q$ reads $C=1+zC^2$, so that $C^2=(C-1)/z$ and, after multiplication by $C$, $C^3=(C^2-C)/z$. The coefficient of $z^{n-1}$ in $C^3$ is the coefficient of $z^n$ in $C^2$, which is $c_{n+1}$, minus that in $C$, which is $c_n$. From the factorials,
\begin{equation}
\frac{c_{n+1}}{c_n}=\frac{(2n+2)(2n+1)}{(n+1)(n+2)}=\frac{2(2n+1)}{n+2},
\qquad c_{n+1}-c_n=\frac{3n}{n+2}\,c_n .
\end{equation}
Since $xv^3=q^3x\,C^3(pqx)$, the coefficient of $x^n$ is $w_n=q^3(pq)^{n-1}(c_{n+1}-c_n)$. Division by $n$ gives
\begin{equation}
\nu_n=\frac{3\,(2n)!}{n!\,(n+2)!}\;p^{\,n-1}q^{\,n+2}. \label{eq:nu}
\end{equation}
Two small cases can be read directly. For $n=1$ the result is $q^3$, the probability of three free groups. For $n=2$ it is $\tfrac32pq^4$: there are $3p/2$ bridges per silicon atom, and the four other groups at a bridge must be free. Comparison with \eqref{eq:count} also gives $\omega_n=3^n(2n)!/(n+2)!$. Explicit enumeration of all labelled trees with two to six atoms, inserted in \eqref{eq:count} at $p=0.4$ and $0.5$, reproduced the cluster numbers within a relative $10^{-10}$.

The gel point follows from $v$ at $x=1$. Because $1-4pq=(1-2p)^2$,
\begin{equation}
v(1)=\frac{1-|1-2p|}{2p}=
\begin{cases}1,&p\le\tfrac12,\\ q/p,&p>\tfrac12.\end{cases}
\end{equation}
Up to $p=1/2$ the finite clusters hold all the silicon, $\sum w_n=1$, which is the first constraint. Above it they hold the share $(q/p)^3$, and the rest belongs to an infinite network. At $p=0.6$ this sol share is 0.296. Below the gel point, differentiation of \eqref{eq:v} at $x=1$, $v=1$ gives $v'=p+2pv'$, so $v'=p/(1-2p)$, and the mean size of the cluster to which a random silicon atom belongs is
\begin{equation}
\sum_n n\,w_n=\left.\frac{d}{dx}\,xv^3\right|_{x=1}=1+\frac{3p}{1-2p}=\frac{1+p}{1-2p}.
\end{equation}
It is 7 at $p=0.4$ and diverges at $p=1/2$.

The second constraint concerns $\sum\nu_n=\int_0^1v^3\,dx$, since integration of $w_nx^{n-1}$ divides by $n$. Equation \eqref{eq:v} gives $x=(v-q)/(pv^2)$, hence $v^3dx=(2q-v)\,dv/p$. For $p\le1/2$ the upper limit is $v=1$, and
\begin{equation}
\sum_n\nu_n=\frac1p\left[2q(1-q)-\frac{1-q^2}{2}\right]=2q-\frac{1+q}{2}=1-\frac{3p}{2}.
\end{equation}
This is one cluster per atom minus one for each bridge, as required. At the gel point there is one cluster for every four silicon atoms.

Now set $p=q=1/2$. Then $p^{n-1}q^{n+2}=1/(2\cdot4^n)$, and \eqref{eq:nu} becomes
\begin{equation}
\nu_n=\frac{3\,a_n}{2(n+1)(n+2)},\qquad a_n=\frac{(2n)!}{4^n(n!)^2}. \label{eq:crit}
\end{equation}
The exponential factors have cancelled: the factor $(2n)!/[n!\,(n+2)!]$ grows as $4^n$, up to powers of $n$, and is balanced by $(pq)^n=4^{-n}$. Two powers of $n$ stand in the denominator, and the remaining half power must come from $a_n$.

Let $I_k=\int_0^{\pi/2}\sin^k\theta\,d\theta$. Integration by parts gives $I_k=\frac{k-1}{k}I_{k-2}$, with $I_0=\pi/2$ and $I_1=1$. Repeated use yields
\begin{equation}
I_{2n}=\frac{\pi}{2}\,a_n,\qquad I_{2n+1}=\frac{1}{(2n+1)a_n},\qquad I_{2n-1}=\frac{1}{2n\,a_n}.
\end{equation}
As $\sin\theta$ lies between 0 and 1, $I_{2n+1}<I_{2n}<I_{2n-1}$. Multiplication by $2a_n/\pi$ gives
\begin{equation}
\frac{1}{\pi(n+\frac12)}<a_n^2<\frac{1}{\pi n}.
\end{equation}
Both bounds approach $1/(\pi n)$, so $a_n\sqrt{\pi n}\to1$, and \eqref{eq:crit} proves
\begin{equation}
\nu_n\simeq\frac{3}{2\sqrt\pi}\,n^{-5/2}\qquad(p=\tfrac12,\ n\to\infty), \label{eq:law}
\end{equation}
with the prefactor 0.8463.

How soon the law applies depends on the next term. Put $b_n=a_n\sqrt{\pi n}$. From $a_{n+1}/a_n=(1+\frac{1}{2n})/(1+\frac1n)$,
\begin{equation}
\ln\frac{b_{n+1}}{b_n}=\ln\left(1+\frac1{2n}\right)-\frac12\ln\left(1+\frac1n\right)
=\frac{1}{8n^2}+O(n^{-3}).
\end{equation}
Summation from $n$ to infinity, where $b_\infty=1$, gives $-\ln b_n=1/(8n)+O(n^{-2})$, so $b_n=1-1/(8n)+O(n^{-2})$. The other factor is $n^2/[(n+1)(n+2)]=1-3/n+O(n^{-2})$. Together,
\begin{equation}
\nu_n=\frac{3}{2\sqrt\pi}\,n^{-5/2}\left[1-\frac{25}{8n}+O(n^{-2})\right].
\end{equation}
Most of the correction comes from the shifts in $(n+1)(n+2)$. The true number is 0.748 of the power law at $n=10$, 0.969 at $n=100$ and 0.997 at $n=1000$. For the single atom the ratio is 0.148, so the law says nothing useful about the smallest species. The correction also explains why the factor in the opening is 308 instead of 316: the ratio is reduced by $0.9695/0.9969$.

The exponent belongs to the number of clusters. The share of silicon in $n$-clusters, $w_n=n\nu_n$, falls as $n^{-3/2}$. Replacing the sum by an integral, the share in clusters larger than $n$ is about $(3/\sqrt\pi)\,n^{-1/2}$. At $n=2000$ this gives 3.8 %, in agreement with direct summation. In a finite batch the expected number of clusters larger than $n$ is of order $Nn^{-3/2}$, which drops to one near $n\sim N^{2/3}$, so the law can hold only well below that size. Ten randomly paired batches of 200 000 atoms, for which $N^{2/3}$ is about 3400, were compared with \eqref{eq:crit} in eight size intervals below $n=128$. The largest deviation was 1.6 times the square root of the expected count, and a fraction $3\times10^{-5}$ of these clusters contained a loop.

Away from the gel point, division of \eqref{eq:nu} by its value at $p=1/2$ gives
\begin{equation}
\frac{\nu_n(p)}{\nu_n(1/2)}=\frac{2q^2}{p}\,(4pq)^n,\qquad 4pq=1-(1-2p)^2 .
\end{equation}
The power law is thus cut off exponentially at a size $-1/\ln(4pq)\simeq(1-2p)^{-2}$, on either side of the gel point. At $p=0.49$ this size is 2500. For $n=1000$ the ratio is $1.062\times0.9996^{1000}=0.71$, so a conversion only 0.01 below the gel point already means 29 % fewer of these clusters.

For the sol of the opening, concentrations are $\nu_n$ times 2 mol/L, a round value assumed here for a precursor of a methylsilsesquioxane low-k film. Thus $\nu_{100}=8.20\times10^{-6}$ gives 16.4 μmol/L. The molar mass is $n$ times that of the monomer less $n-1$ times that of water, or 7.6 kg/mol for $n=100$ and 76 kg/mol for $n=1000$. Single silicon atoms still have a concentration of 0.25 mol/L. The numerical output gives the other sizes.

Near the ideal gel point, a real sol of this kind breaks the loop-free assumption severely, as an estimate with the same numbers shows. Consider a free group at the ideal gel point. Its atom has two other groups, so on average $(2p)^j$ atoms lie $j$ links away, each with $2q$ free groups: one free group at every distance $j$. The chance that it lies within bonding reach was taken from simulated chains of straight Si–Si links of 0.31 nm, freely rotating at the tetrahedral angle, with reach meaning 0.75 to 1.25 link lengths. Divided by the volume of this spherical shell, the chance becomes a local density of free groups, which is summed over $j$. Beyond 40 links a Gaussian density was used; for 31 to 40 links the simulated density is about 0.90 of the Gaussian one, so this part is probably slightly overestimated. Rings of three and four silicon atoms, which bent bridges permit, are missing. The sum is an effective 5.3 mol/L of free groups from the same cluster, against $3q\times2=3.0$ mol/L from all others. About 64 % of new bridges would then close loops. To bring the ratio of own to other groups down to 0.1 would take 35 mol/L of silicon, while a dense film at a rough 1.3 g/cm³ holds 19 mol/L of silicon, or about 12 atoms per nm³. Dilution makes matters worse. Concentration helps, but even at the silicon concentration of the fully condensed film about 15 % of new bridges would close loops. At $p=1/2$ each silicon atom carries more mass, so 1.3 g/cm³ of solvent-free material holds only 16 mol/L, and the share is 18 %.

A bridge that closes a loop joins no clusters, so gelation is delayed. If 64 % of all bridges were lost from the start, the required conversion would be $0.5/0.36\simeq1.4$, which is impossible. The loss is much smaller at low conversion, where $(2p)^j$ decays with $j$: the same estimate gives 26 % at $p=0.45$, 1 % at $p=0.25$ and an average of 7 % between $p=0$ and $1/2$. The figure of 1.4 is therefore no forecast. These shares depend on the chain model, most of all at low conversion. A narrower reach of 0.9 to 1.1 link lengths changes 64, 26 and 1 % to 63, 24 and 0.6 %. Freely rotating bridges bent to 145°, which admit the small rings, raise them to 70, 39 and 5 %, and the average to 13 %. The size of the shift therefore remains open. The value $p=1/2$ is a reference for the sol and not a prediction of when it gels.

Crowding is a second difficulty. A bridge that divides a tree into $m$ and $n-m$ atoms lies on $m(n-m)$ of the paths between pairs. With a mean square distance of $2\ell^2$ per link of length $\ell$, the squared radius of gyration is
\begin{equation}
R_g^2=2\ell^2\,\frac{n-1}{n^2}\,\langle m(n-m)\rangle ,
\end{equation}
where the average runs over the bridges of all $n$-trees. It gives $R_g=2.2$ nm at $n=1000$. A uniform sphere with this $R_g$ would hold 9.9 silicon atoms per nm³ (10.1 if the finite-chain mean square distance replaces the long-chain value $2\ell^2$ per link). This is 85 % of the silicon density of the dense film and, because the tree still carries its free groups, 96 % of its mass density, with hardly any room for solvent. A branch of $m$ atoms has a probability falling as $m^{-3/2}$, so $\langle m(n-m)\rangle$ grows as $n^{3/2}$, $R_g$ as $n^{1/4}$, and the internal density as $n/R_g^3\sim n^{1/4}$. It would reach that of the film near $n\simeq2200$ by silicon count and near $n\simeq1200$ by mass. Large real clusters must therefore swell or change their structure, and nothing derived here guarantees that they keep the exponent $-5/2$.

Unequal reactivity is milder. Suppose that in equilibrium the second bridge on an atom is weaker than the first by a factor $s$, and the third by $s^2$. The probabilities $P_d$ of $d$ bridges are then proportional to $1,\ 3y,\ 3sy^2,\ s^3y^3$, where $y$ sets the conversion. A followed bridge reaches an atom with probability proportional to $dP_d$ and finds $d-1$ onward bridges. Gelation requires one onward bridge on average, $\sum d(d-1)P_d=\sum dP_d$, or $P_1=3P_3$. This gives $y=s^{-3/2}$. For $s=0.3$ the gel point moves from 0.5 to 0.586, while the exponent extrapolated from the cluster numbers at $n=500$, 1000 and 2000 remains $-2.500$. Within loop-free statistics, this change of bond strengths moves the gel point and leaves the decay law intact.

\section*{Values computed for the example and the checks}
\begin{verbatim}
IDEAL LAW
prefactor 3/(2 sqrt(pi)): 0.846284
exponent extrapolated from recursion: -2.499995
n*(1 - exact/power law) at n=2000: 3.1213
clusters per silicon, summed to n=2000: 0.249994
silicon share in clusters above n=2000: 0.03782
weight-average size at p=0.4: 7.0000 silicon
sol share of silicon at p=0.6: 0.29630
RANDOM PAIRING AT p=0.5
silicon atoms per batch: 200000; batches: 10
worst bin deviation, n below 128: 1.59 sigma
share of these clusters with a loop: 2.80e-05
free groups seen three links away: 0.9992
WORKED SOL (rough typical inputs)
silicon concentration: 2.0 mol/L
n=1: clusters per silicon 1.25000e-01
  power law 8.46284e-01; exact/law 0.14770
  concentration 2.5e+05 umol/L
  molar mass 0.09414 kg/mol
n=10: clusters per silicon 2.00224e-03
  power law 2.67619e-03; exact/law 0.74817
  concentration 4004.5 umol/L
  molar mass 0.7793 kg/mol
n=100: clusters per silicon 8.20450e-06
  power law 8.46284e-06; exact/law 0.96947
  concentration 16.409 umol/L
  molar mass 7.631 kg/mol
n=1000: clusters per silicon 2.66784e-08
  power law 2.67619e-08; exact/law 0.99688
  concentration 0.053357 umol/L
  molar mass 76.14 kg/mol
cutoff size at p=0.49: 2499.5 silicon
n=1000 number, p=0.49 over p=0.5: 0.7116
NEGLECTED EFFECTS
Si-Si link length: 0.31 nm
simulated/Gaussian ring density, 4-12 links: 0.57
simulated/Gaussian ring density, 31-40 links: 0.90
free groups from other clusters: 3.00 mol/L
free groups from own cluster: 5.32 mol/L
own/other ratio: 1.77; loop share 0.64
silicon needed for own/other 0.1: 35 mol/L
ideal radius of gyration, n=1000: 2.24 nm
silicon density inside it: 9.87 per nm3
dense film at 1.3 g/cm3: 11.66 Si per nm3
bond penalty factor: 0.3; gel point p=0.5862
exponent with penalty: -2.50000
\end{verbatim}
